# Why light doping can lower hopping mobility and heavy doping raise it

In a small periodic cell of a model organic semiconductor with \(3.9\times10^{18}\) dopant ions per cm³, the computed hopping mobility is \(8.4\times10^{-5}\) cm²/Vs. With eight times as many ions it is \(1.5\times10^{-3}\) cm²/Vs, eighteen times higher, although every added ion is an added trap. Both values lie far below the 0.039 cm²/Vs of the same lattice without ions. If the traps keep their depth but lose their long Coulomb tails, the same eightfold increase in doping lowers the mobility of such cells by a factor of nine. The ions therefore do two opposite things: their wells hold carriers, and their tails help carriers out.

## The model and its mobility

The sites form a cubic lattice of spacing \(a=1\) nm, so their density is \(N_t=10^{21}\) cm⁻³. Each dopant replaces one site, is fully ionized and supplies one hole of charge \(e>0\). The density \(N\) of negative ions thus equals the density of carriers. Gaussian units are used, with permittivity \(\varepsilon=3.5\) and \(T=300\) K. A carrier next to an isolated ion is bound by

\[
E_b=\frac{e^2}{\varepsilon a}=0.411\ \text{eV}=15.9\,kT .
\]

The length at which the attraction equals \(kT\) is the Onsager radius \(r_c=e^2/(\varepsilon kT)=15.9\) nm. Host disorder is left out at first.

Let \(a\) and \(b\), used as indices, label arrangements of all \(n\) carriers that differ by one nearest-neighbour hop. Miller–Abrahams rates are \(\nu\) for a downhill hop and \(\nu e^{-(E_b-E_a)/kT}\) for an uphill one, where \(E_a\) and \(E_b\) are here the energies of the arrangements. The equilibrium probability is \(e^{-E_a/kT}/Z\), so the flux in each direction is \(w_{ab}/Z\), with

\[
w_{ab}=\nu\,e^{-\max(E_a,E_b)/kT}.
\]

A small field \(F\) along \(x\) multiplies the rate of a hop with displacement \(d_{ab}\) by \(1+fd_{ab}/2\), where \(f=eF/kT\), and the reverse rate by \(1-fd_{ab}/2\). Write the changed probabilities as equilibrium values times \(1-f\phi_a\). To first order in \(f\), the net flux is

\[
J_{ab}=\frac{w_{ab}}{Z}\left[(1-f\phi_a)\left(1+\tfrac{fd_{ab}}2\right)-(1-f\phi_b)\left(1-\tfrac{fd_{ab}}2\right)\right]
=\frac{f\,w_{ab}}{Z}\,(d_{ab}+\phi_b-\phi_a).
\]

In the steady state these fluxes sum to zero at every arrangement. Multiplying that condition by \(\phi_a\) and summing gives \(\sum w_{ab}(\phi_b-\phi_a)(d_{ab}+\phi_b-\phi_a)=0\), with each bond counted once. The drift velocity per carrier is \(\sum d_{ab}J_{ab}/n\). Adding the vanishing sum turns it into \(fD\), with

\[
D=\frac1{nZ}\sum_{\rm bonds}w_{ab}(d_{ab}+\phi_b-\phi_a)^2,\qquad \mu=\frac{eD}{kT}.
\]

This \(\mu\) is an average over all carriers, trapped ones included. Without ions, and with carriers too dilute to repel or block each other, all weights are equal, \(\phi=0\), and \(D=\nu a^2\). The chosen \(\nu=10^{11}\) s⁻¹ gives \(\mu_0=10^{11}\times10^{-14}/0.02585=0.0387\) cm²/Vs.

## Isolated wells: the fall, and how filling softens it

Consider wells without tails. A carrier on any of the \(g=6\) sites around an ion has energy \(-E_b\), and elsewhere it has energy zero. A bond weight depends on the higher of its two energies. The bond from a well site to a free site therefore has the same weight as a bond between free sites. The network stays uniform apart from the few sites that ions occupy. What changes is \(Z\), which now contains the large weight of bound carriers. At low density this gives \(\mu=\theta\mu_0\), where \(\theta\) is the fraction of carriers that are free.

An ion that holds its carrier is neutral from a distance and does not bind a second carrier with the full \(E_b\). Let each well hold at most one. For \(M\) ions and \(M\) carriers in volume \(\Omega\), the weight of having \(k\) free carriers is

\[
W_k=\binom Mk\left(g e^{E_b/kT}\right)^{M-k}\frac{(N_t\Omega)^k}{k!}.
\]

The first factor chooses the vacant wells, the second counts bound states, and the third describes a dilute gas of free carriers. For large numbers the most probable \(k\) satisfies

\[
\frac{W_{k+1}}{W_k}\simeq\frac{M-k}{k}\,\frac{N_t\Omega}{k}\,\frac{e^{-E_b/kT}}g=1 .
\]

Putting \(k=\theta M\) and \(N=M/\Omega\) gives

\[
\frac{\theta^2}{1-\theta}=\frac KN,\qquad K=\frac{N_t}{g}e^{-E_b/kT}=2.0\times10^{13}\ \text{cm}^{-3}.
\]

For \(N\ll K\) nearly all carriers are free, because each has so much volume to escape into. For \(N\gg K\), \(\theta\simeq(K/N)^{1/2}\). At \(10^{17}\) cm⁻³ this gives \((2.04\times10^{-4})^{1/2}=0.014\). Without tails, this light doping thus lowers the mobility about seventyfold. The conductivity still grows, because the free density \(\theta N\) rises as \(N^{1/2}\).

Filling already matters here. If the wells could take any number of carriers, each carrier would choose independently among all of them, and \(\theta\) would be \(1/(1+N/K)=2.0\times10^{-4}\). Occupied wells are closed to further carriers, which raises the free fraction by a factor of 70. It does not reverse the trend, since \((K/N)^{1/2}\) still falls with \(N\).

## Tails: a shorter climb

Now restore the full Coulomb forces. Take ion A and ion B a distance \(R\) apart, each with its own carrier. At large \(R\) these are two neutral pairs, with total energy close to \(-2e^2/(\varepsilon a)\). Move A's carrier to the midpoint and let B's carrier retreat to the far side of B. In units of \(e^2/\varepsilon\), the new energy has these parts:

- the moving carrier with the two ions, \(-4/R\);
- B's carrier with B and with A, \(-1/a-1/(R+a)\);
- the repulsion of the carriers, \(1/(R/2+a)\);
- the repulsion of the ions, \(1/R\).

Subtracting the initial energy gives the climb

\[
\Delta E=\frac{e^2}{\varepsilon}\left[\frac1a-\frac3R-\frac1{R+a}+\frac1{R/2+a}\right]
\simeq\frac{e^2}{\varepsilon}\left[\frac1a-\frac2R-\frac{3a}{R^2}\right],
\]

where the last form uses \(1/(R+a)\simeq1/R-a/R^2\) and \(1/(R/2+a)\simeq2/R-4a/R^2\). The term \(-2/R\) is the attraction of the carrier's own ion at distance \(R/2\). The carrier need not climb to infinity, because another ion begins to matter on the way. The term \(-3a/R^2\) arises because B's carrier moves aside and exposes part of B's charge. The overlap thus works even when the neighbour is occupied.

The opening mobilities come from periodic cubes of side 8, 6 and 4 nm, each with ions at the corner and the centre and two carriers. Coulomb energies were obtained by Ewald summation, and the equations for \(\phi\), over all arrangements of the two carriers, by conjugate gradients. In the comparison the ion positions, the carrier number and the nearest-site binding \(E_b\) are held fixed, while everything beyond that binding is removed.

| \(N\) (cm⁻³) | \(\mu/\mu_0\), full | \(\mu/\mu_0\), no tails |
|---|---|---|
| \(3.9\times10^{18}\) | \(2.2\times10^{-3}\) | \(1.0\times10^{-5}\) |
| \(9.3\times10^{18}\) | \(5.2\times10^{-3}\) | \(4.3\times10^{-6}\) |
| \(3.1\times10^{19}\) | \(4.0\times10^{-2}\) | \(1.2\times10^{-6}\) |

In the lightest cell the nearest ions are 6.93 nm apart. The bracket above then gives \(1-0.433-0.126+0.224=0.665\) nm⁻¹, so the climb is 0.335 of \(E_b\), or \(5.3\,kT\), lower than for an isolated ion. The ratio of the two mobilities corresponds to \(\ln(2.17\times10^{-3}/1.03\times10^{-5})=5.35\). Such close agreement is partly luck. On the straight path between the ions the highest point lies beyond the midpoint, at about \(0.6R\), and is \(0.3\,kT\) higher. The cell also has eight neighbours and periodic copies. At wider spacings the highest point moves closer to B, and the midpoint formula overstates the lowering by a larger fraction.

Since \(R\) scales as \(N^{-1/3}\), write the lowering as \(Ae^2N^{1/3}/\varepsilon\). The three mobility ratios give \(A=2.14\), 2.12 and 2.08. Over this eightfold range of density the cube-root law describes the cells well.

The no-tail column falls as \(1/N\), faster than the \(N^{-1/2}\) of a large sample. With two carriers and \(V\) available sites, the weight with both bound is \(g^2e^{2E_b/kT}\), and with one free it is \(2gVe^{E_b/kT}\). Half of the carriers are free in the second case, so \(\theta\simeq Ve^{-E_b/kT}/g\). For \(V=8^3-2=510\) this is \(1.04\times10^{-5}\), close to the computed value. In a cell this small a freed carrier always shares the cell with the well it left, so vacant wells then have density \(N/2\). In a large sample their density is only \(\theta N\), and recapture is rarer. For an eightfold increase in doping, the large-sample law gives a fall of only \(\sqrt8\simeq2.8\). Neither the absolute no-tail mobilities of the cells nor their ninefold fall should therefore be read as those of a film.

The rise with full Coulomb forces survives in larger cells. Eight cells were joined into one cube with sixteen ions and sixteen carriers, and the hops were followed by kinetic Monte Carlo simulation. This gives \(\mu/\mu_0=0.0023\) at \(3.9\times10^{18}\) cm⁻³ and 0.027 at \(3.1\times10^{19}\), each uncertain by roughly 20%. The rise is then roughly twelvefold, uncertain by about 30%, instead of eighteenfold.

## Where the fall turns into a rise

The isolated wells explain a fall at light doping, and the cells show a rise at heavy doping. A tempting way to find the minimum between them is to assume that, in a large sample, the lowering found in the two-ion cells acts on the ionization balance:

\[
\frac{\theta^2}{1-\theta}=q,\qquad
\ln q=\ln\frac{N_t}{gN}-\frac{E_b}{kT}+A\,r_cN^{1/3}.
\]

The left side grows with \(\theta\), so \(\theta\) is smallest where \(q\) is smallest. Differentiating with respect to \(\ln N\) gives \(-1+Ar_cN^{1/3}/3=0\), hence

\[
N_{\min}=\left(\frac{3}{A\,r_c}\right)^3=\left(\frac{3\varepsilon kT}{Ae^2}\right)^3 .
\]

The second derivative, \(Ar_cN^{1/3}/9\), is positive, so this is a minimum. In this estimate the trap depth sets how low the mobility falls, but it enters the position of the minimum only through \(A\). The reason is that a higher density lowers \(q\) by one power of \(N\) at any depth, and the tails must make up for it.

With \(A=2.135\), \(3/(2.135\times15.91)=0.0883\) nm⁻¹, and \(N_{\min}=6.9\times10^{17}\) cm⁻³, a spacing \(N^{-1/3}\) of 11 nm. The estimated \(\mu/\mu_0\) at the minimum is 0.024.

The larger cells show that this assumption fails. For sixteen carriers it predicts \(\mu/\mu_0\simeq0.015\) at \(3.9\times10^{18}\) cm⁻³ and 0.14 at \(3.1\times10^{19}\), five to seven times the simulated 0.0023 and 0.027. Part of the reason may be that a carrier leaving a two-ion cell meets a periodic copy of the vacant ion, whereas in a larger sample it must separate further from its own ion. A lower barrier between neighbouring ions is not the same as a lower cost of setting a carrier free. The formula therefore does not locate the minimum of a film.

A wide bracket remains. The isolated-well law gives 0.014 at \(10^{17}\) cm⁻³, and the larger cells give 0.0023 and 0.027 at the two higher densities. Sixteen carriers are too few to show the free fraction of a film. At \(3.9\times10^{18}\) cm⁻³ the isolated-well law, though only a rough guide there, suggests adding another 0.0023. If the missing part is of that size, the mobility at this density is still below the values on either side, and the rise is about sixfold. On these estimates the minimum lies somewhere between \(10^{17}\) and \(3\times10^{19}\) cm⁻³.

The isolated-well law has a limit of its own, because a neutral well does bind a second carrier, though less strongly. With two carriers on opposite sides of the ion, their repulsion is \(e^2/(2\varepsilon a)\), so the second is bound by \(E_b/2\). There are three such arrangements, against six for one carrier. The weight of a carrier held in this way, relative to a free one, is about \(\tfrac12e^{E_b/2kT}N/N_t\simeq1400\,N/N_t\). The other weakly bound arrangements within three spacings of the ion raise this to about \(2000\,N/N_t\), which reaches one near \(5\times10^{17}\) cm⁻³, so the isolated-well law is only a rough guide from there on. The interacting cells contain this effect.

## Filling of the host's own tail

Real films also have disorder in the host. Give the site energies a Gaussian distribution of width \(\sigma=75\) meV and, for the moment, remove the ions. In a mean-field description with Fermi occupations \(f_i\), the conductance between sites \(i\) and \(j\) is proportional to \(f_i(1-f_j)\Gamma_{ij}\), where \(\Gamma_{ij}\) is the hopping rate. When both sites lie well above the Fermi level \(E_F\), \(f_i\simeq e^{(E_F-E_i)/kT}\), and this becomes \(\nu e^{[E_F-\max(E_i,E_j)]/kT}\). If such sites carry the current, the conductivity scales as \(e^{E_F/kT}\) and the mobility as \(e^{E_F/kT}/p\), where \(p\) is the carrier density.

At very low \(p\), averaging \(e^{-E/kT}\) over the Gaussian gives \(p=N_te^{E_F/kT+\sigma^2/2k^2T^2}\), and the mobility does not depend on \(p\). Relative to that limit it is multiplied by

\[
F_{\rm fill}=\frac{N_t}{p}\exp\left(\frac{E_F}{kT}+\frac{\sigma^2}{2k^2T^2}\right).
\]

With \(E_F\) found by numerical integration over the Gaussian, \(F_{\rm fill}\) is 1.1 at \(10^{17}\) cm⁻³, 2.2 at \(10^{19}\) and 3.6 at \(3\times10^{19}\). The first carriers occupy the deepest sites and leave shallower ones to the rest. Between the first and last of these densities the formula gives a gain of 3.3. A mean-field resistor network of \(16^3\) sites gives 2.9; the difference comes from bonds that touch filled sites, since the conductance is exactly \(\nu e^{[E_F-\max(E_i,E_j)]/kT}(1-f_i)(1-f_j)\) and the formula drops the last two factors. Host filling is thus weak at light doping and helps at heavy doping. Multiplying \(F_{\rm fill}\) by the dopant factor is only an estimate, since the same carriers fill both kinds of state.

## When the rise is weak or absent

The rise needs a long Onsager radius. Between the two denser two-ion cells it disappears when \(r_c\) is shortened to about 6 nm. With \(r_c=5.3\) nm the regular two-ion cells give \(\mu/\mu_0=0.54\) at \(9.3\times10^{18}\) cm⁻³ and 0.51 at \(3.1\times10^{19}\), so the rise is gone. A higher permittivity or temperature shortens \(r_c\) and so weakens the rise.

Irregularity can change the size of the effect. From \(9.3\times10^{18}\) to \(3.1\times10^{19}\) cm⁻³ the regular two-ion cells gain a factor of 7.7. With the second ion placed at random, at least two spacings from the first, the geometric mean over five cells rises from \(9.1\times10^{-3}\) to \(2.4\times10^{-2}\) of \(\mu_0\), a factor of 2.7. With regular ions and 75 meV site disorder, it rises from \(5.7\times10^{-4}\) to \(6.8\times10^{-3}\), a factor of 12. The rise thus persists in both cases, but five cells do not fix these factors closely or show whether site disorder strengthens it. A \(4\times4\times6\) nm cell with three ions, at the heaviest density but in another arrangement, gives 0.055 along its short sides and 0.035 along its long side, against 0.040 in the cubic cell.

The parameters are in the rough range of a conjugated polymer doped with a strong molecular acceptor, where \(\varepsilon\) is about 3 to 4 and \(\sigma\) several tens of meV. The heaviest case has one ion for about 30 sites. The absolute mobility scale follows from the chosen \(\nu\) and predicts nothing. One uncertain input is the distance between carrier and ion, because side chains, bulky dopants and carrier delocalization can all increase it. If the whole lattice is stretched to \(a=1.8\) nm, which also lowers \(N_t\), \(E_b\) falls to 0.23 eV and \(K\) rises about 200-fold. At \(10^{17}\) cm⁻³ the isolated-well law then gives \(\theta\simeq0.18\) instead of 0.014, so the fall at light doping is much weaker. Incomplete ionization and changes of film structure on doping are also outside the model.

The field matters too. Along the field the energy \(-e^2/(\varepsilon r)-eFr\) is highest at \(r=(e/\varepsilon F)^{1/2}\), where it equals \(-2(e^3F/\varepsilon)^{1/2}\). At 0.01 MV/cm this lowers the isolated barrier by 0.041 eV, or \(1.6\,kT\). This is the gain for escape straight along the field. With all directions counted, Onsager's theory of pair dissociation raises \(K\) by a factor of only 1.34 at this field, but by 9.5 at 0.1 MV/cm. Mobilities measured near or above 0.1 MV/cm can therefore show a clearly shallower fall at light doping than the zero-field values given here.
